Why Tunnelling Resistances of Joined Molecules Multiply Instead of Adding

Join two molecules A and B end to end by a single bond, and let electrons tunnel through them coherently at an energy far from every molecular level. If the contacts and the joining bond are weak compared with the distance to the levels (the precise conditions appear below), the transmission of the pair is to leading order

T_AB ≈ [V²/(Γ_L Γ_R)] T_A T_B.

Here V is the Hamiltonian matrix element of the joining bond, Γ_L and Γ_R are the level widths given by the left and right contacts, and T_A and T_B are the transmissions of each molecule alone between the same contacts. The conductances multiply, up to a junction factor. In the example below, molecules of 29 and 6.3 megaohm give 563 megaohm in series, not 35.

**Why addition tempts**

The belief that resistances add has a sound argument behind it. Suppose that a small electrode sits between A and B and takes up a potential U_m, with potential U on the left and zero on the right. The same current I crosses both molecules:

I = (U − U_m)/R_A = U_m/R_B.

Hence U − U_m = I R_A and U_m = I R_B. Adding these gives U = I(R_A + R_B), which in terms of transmissions reads

1/T_AB = 1/T_A + 1/T_B.

The argument needs a midpoint where electrons settle into a local distribution with its own potential and leave without memory of how they arrived. A chemical bond supplies no such place. The wave amplitude has to be followed through the whole molecule.

**Transmission from the amplitude**

Take independent electrons, elastic transport, zero temperature and a small voltage. In atomic units the conductance, both spins included, is T/π, so T is all that is needed.

Let each lead be a row of sites with hopping τ < 0 and site energy equal to the Fermi energy E. The band energy measured from the site energy is 2τ cos k, so k = π/2, and e^(ikj) moves to the right. The last site of the left lead is joined to molecular site 1 by a bond c_L, and the first site of the right lead to site N by a bond c_R. On the left the wave is e^(ikj) + r e^(−ikj) for j ≤ 0; on the right it is s e^(ikj) for j ≥ 0. The molecular amplitudes are φ.

The equation at the last left site is 0 = τ(−i + ir) + c_L φ_1. It gives r = 1 + i c_L φ_1/τ, so the amplitude there is

1 + r = 2 − i c_L φ_1/|τ|.

The equation at the first right site is 0 = iτs + c_R φ_N, so

s = −i c_R φ_N/|τ|.

Put both into the molecular equation (E − H)φ = c_L(1 + r)e_1 + c_R s e_N, where e_1 and e_N are unit vectors on the end sites. With Γ_L = 2c_L²/|τ| and Γ_R = 2c_R²/|τ|, the terms containing φ move to the left-hand side:

(E − H − Σ)φ = 2c_L e_1, with Σ = −iΓ_L/2 on site 1 and −iΓ_R/2 on site N.

Define G = (E − H − Σ)⁻¹. Then φ_N = 2c_L G_N1 and s = −2i c_L c_R G_N1/|τ|. The two leads have equal velocities, and G is symmetric because H is real, so

T = |s|² = Γ_L Γ_R |G_1N|².

**The Dyson equation across the bond**

Let the bond V join exit site a of A to entry site b of B. Cut it, and call the Green function of the separated pieces G⁰. Since G⁻¹ = (G⁰)⁻¹ − V̂, where V̂ is the bond operator, multiplication by G⁰ from the left and G from the right gives

G = G⁰ + G⁰ V̂ G.

Without the bond nothing connects A to B. Write G^A for the block of A, which carries the left contact only, and G^B for the block of B, which carries the right contact only. The elements needed are

G_1N = G^A_1a V G_bN,
G_bN = G^B_bN + G^B_bb V G_aN,
G_aN = G^A_aa V G_bN.

Inserting the third into the second gives G_bN (1 − V² G^A_aa G^B_bb) = G^B_bN, and therefore

G_1N = G^A_1a V G^B_bN / (1 − V² G^A_aa G^B_bb).

This is exact within the model. When the second term of the denominator is smaller than one in magnitude, it can be expanded:

G_1N = G^A_1a V G^B_bN [1 + V² G^A_aa G^B_bb + …].

The first term crosses the bond once. The next crosses it three times: over, back and over again. The leading amplitude is a product, and so is its square. Nowhere in it is there a sum of resistances.

**From amplitudes to measured conductances**

T_A refers to A with a contact at each end. Let g be the Green function of the isolated molecule, which is real and symmetric, and write Σ_L = −iΓ_L/2 and Σ_R = −iΓ_R/2. The Dyson equation for the contacts, G = g + gΣG, gives

G_1a = g_1a + g_11 Σ_L G_1a + g_1a Σ_R G_aa,
G_aa = g_aa + g_1a Σ_L G_1a + g_aa Σ_R G_aa.

The second equation yields

1 + Σ_R G_aa = (1 + Σ_L Σ_R g_1a G_1a)/(1 − g_aa Σ_R).

Substitution in the first, with Σ_L Σ_R = −Γ_L Γ_R/4, leads to

G_1a = g_1a/d,
d = (1 + iΓ_L g_11/2)(1 + iΓ_R g_aa/2) + Γ_L Γ_R g_1a²/4.

Off resonance all products Γ|g| are small and d is close to 1. Thus T_A ≈ Γ_L Γ_R g_1a², and likewise T_B ≈ Γ_L Γ_R g_bN². With the left contact alone, G^A_1a = g_1a/(1 + iΓ_L g_11/2) ≈ g_1a, and the same holds for B on the right. If the repeated crossings are also weak,

T_AB ≈ Γ_L Γ_R V² g_1a² g_bN² = [V²/(Γ_L Γ_R)] T_A T_B.

The junction factor has a simple origin. Measuring A and B separately uses four contacts, while measuring the pair uses two contacts and one bond. The plain statement T_AB = T_A T_B is therefore not generally true.

Dividing by T_A removes the contacts from view:

T_AB/T_A ≈ (V g_bN)².

Adding B multiplies the resistance by 1/(V g_bN)², whatever the resistance of A, as long as both molecules stay off resonance and the repeated crossings stay weak. Added resistances would instead contribute a fixed amount.

**A ring and a wire**

Let A be a six-site ring contacted at opposite (para) sites and B a four-site chain, the wire. These are model molecules with round parameters: hopping −2.5 eV inside each, joining and contact bonds −0.5 eV, and lead hopping −5 eV. Then Γ = 2 × 0.5²/5 = 0.1 eV at each contact. The Fermi level lies 0.5 eV above mid-gap.

The end-to-end Green functions are −0.2104 eV⁻¹ for the ring and −0.4537 eV⁻¹ for the wire, so

T_A ≈ (0.1 × 0.2104)² ≈ 4.43 × 10⁻⁴,
T_B ≈ (0.1 × 0.4537)² ≈ 2.06 × 10⁻³.

The junction factor is 0.5²/0.1² = 25, and the product rule gives

T_AB ≈ 25 × 4.43 × 10⁻⁴ × 2.06 × 10⁻³ ≈ 2.28 × 10⁻⁵.

Inversion of the full matrix gives 2.29 × 10⁻⁵. Added resistances would give 3.64 × 10⁻⁴, too large by a factor of 16. Halving both contact widths raises T_AB/(T_A T_B) from 25.2 to 100.6, as a factor proportional to 1/Γ² requires.

Evaluated with the exact two-contact values T_A = 4.4273 × 10⁻⁴ and T_B = 2.0562 × 10⁻³, the rule gives 2.2759 × 10⁻⁵, which lies 0.7% below the exact 2.2915 × 10⁻⁵. For small real x = V² g_aa g_bb, the Dyson denominator changes T by 1/(1 − x)² ≈ 1 + 2x. Here 2x = 0.0055, and the deviation found with nearly vanishing contact widths is 0.0056. The rest of the 0.7% therefore comes from the contacts. If the joining bond is strengthened to −2.5 eV, x grows 25-fold to 0.069, and 1/(1 − x)² = 1.15. The exact transmission is indeed 1.16 times the leading rule. It is then 6.57 × 10⁻⁴, which is 1.8 times the added-resistance value and 1.5 times the transmission of the ring alone, because |V g_bN| now exceeds one. A coherent bond therefore need not give more resistance than addition; the direction depends on V.

**Interference gives a sharper comparison**

Move the ring's exit from the para site to the neighbouring meta site. Number the ring sites 1 to 6, with entry at 1, para exit at 4 and meta exit at 3. The equation for g at site 4 is E g_14 = β(g_13 + g_15), where β = −2.5 eV and E is measured from mid-gap. By symmetry g_15 = g_13, hence

g_13/g_14 = E/(2β) = 0.5/(−5) = −0.1.

The meta transmission should be a hundredth of the para value, and the computed 4.43 × 10⁻⁶ agrees. At mid-gap g_13 vanishes, because the contributions of the ring orbitals cancel. Both the zero and the ratio belong to this nearest-neighbour model with one orbital per site. A second-neighbour hopping of −0.25 eV already lifts the mid-gap meta-to-para ratio to about 3 × 10⁻³, and real rings also conduct through σ orbitals that the model omits.

Now add the wire. If resistances added, the para ring's resistance would grow by a factor of 1.22 and the meta ring's by only 1.002, since the wire would be a trifle beside it. The product rule predicts growth by 1/(0.5 × 0.4537)² = 19.4 in both cases. The exact factor is 19.3 for both.

**Many units in a row**

For n equal units with weak repeated crossings (V² g_aa g_bb small at each bond), keep the path that crosses each bond once. Its amplitude is g(Vg)^(n−1), with g the end-to-end element, so

T_n ≈ T_1 |Vg|^(2(n−1)).

With repeat length ℓ, the transmission falls as exp(−κnℓ), where κ = −2 ln|Vg|/ℓ. For para rings with ℓ = 6 angstrom, |Vg| = 0.105 and κ = 0.751 per angstrom; the exact ratio between four and five rings gives 0.750. Five rings transmit 6.7 × 10⁻¹², whereas added resistances would give T_1/5 = 8.9 × 10⁻⁵. The weak bond and the 6 angstrom repeat are model choices, not those of directly linked phenylene rings. With V = −2.5 eV and ℓ = 4.3 angstrom the rule gives κ = 0.30 per angstrom and the exact ratio 0.28, the repeated crossings no longer being negligible.

**Where the product rule stops**

On a molecular level, Γ|g| is no longer small. Take two equal wires at their level 1.545 eV above mid-gap. One wire alone transmits almost perfectly, so the rule would give 25, which is impossible for a single channel. Near the level one orbital dominates, with equal weight w on both end sites. A single contact then gives |G_1a| ≈ |G_aa| ≈ w/(Γw/2) = 2/Γ, with G_aa ≈ −2i/Γ. The exact Dyson formula becomes

T ≈ [(4V/Γ)/(1 + 4V²/Γ²)]² = (20/101)² = 0.039,

in agreement with the full calculation. The repeated crossings, negligible before, now dominate the denominator.

Off resonance, the separately measured resistances add when electrons lose their phase memory in a metal between the molecules, provided that this metal contacts them as the electrodes do. Return to the ring and the wire at the original Fermi level, and replace the joining bond by a metal site, with its energy at the Fermi level like the lead sites, attached to A and B by bonds c = −0.5 eV and to its own lead by the lead hopping. Its width is γ = 2 × 5²/5 = 10 eV, and its Green function has magnitude 2/γ. Transmission from the left contact into this metal is

Γγ g_1a² c² (2/γ)² = Γ(4c²/γ)g_1a² = Γ² g_1a² ≈ T_A,

because 4c²/γ = 0.1 eV = Γ. Similarly, transmission from the metal to the right is about T_B. The equality of 4c²/γ and Γ matters: doubling γ alone would halve both transmissions, and the total would no longer be the sum of the separately measured resistances. Let the metal draw no net current, as a voltage probe does. Its potential, as a fraction of the applied voltage, is then u = T_A/(T_A + T_B) = 0.177, and the current through it corresponds to

T_A(1 − u) = T_A T_B/(T_A + T_B),

which is the addition law. Electrons that pass straight through the site contribute only Γ² g_1a² g_bN² (2c²/γ)² ≈ T_A T_B/4 = 2.3 × 10⁻⁷. The transmissions into and out of the metal are themselves 0.12% and 0.03% below T_A and T_B, which outweighs this term, so the total, 3.642 × 10⁻⁴, lies just below the addition value 3.643 × 10⁻⁴. The total resistance is 35.4 megaohm, against 563 megaohm for the coherent bond.

The product rule also assumes that joining the molecules leaves their internal Hamiltonians unchanged and opens no second route around the bond. Charge transfer, electron interaction beyond a fixed one-electron Hamiltonian, and vibrations are outside this model. The numerical output below gives the values to more digits.

Values computed for the example and the checks

```
hopping inside units: -2.5 eV
joining bond V: -0.5 eV
contact bond: -0.5 eV
lead hopping: -5 eV
contact width Gamma: 0.1 eV
Fermi level above mid-gap: 0.5 eV
g para ring, end to end: -0.21044 1/eV
g wire, end to end: -0.45372 1/eV
g para ring, exit site: -0.06229 1/eV
g wire, entry site: -0.17786 1/eV
T para ring: 0.00044273
T wire: 0.0020562
T series, exact: 2.2915e-05
T series, product rule: 2.2759e-05
T series, added resistances: 0.00036429
bare product T_A T_B: 9.1034e-07
resistance quantum h/(2e^2): 0.012906 megaohm
R para ring: 29.152 megaohm
R wire: 6.2769 megaohm
R series, exact: 563.22 megaohm
R series, added: 35.429 megaohm
exact R / added R: 15.897
bond correction 2 V^2 g_aa g_bb: 0.0055394
bond correction, measured at tiny Gamma: 0.0055625
T_AB/(T_A T_B), Gamma as given: 25.172
T_AB/(T_A T_B), Gamma halved: 100.59
R growth by wire, rule 1/(V g)^2: 19.43
R growth by wire, para ring, exact: 19.32
R growth by wire, meta ring, exact: 19.324
R growth if added, para ring: 1.2153
R growth if added, meta ring: 1.0022
T meta ring: 4.4283e-06
T meta ring + wire, exact: 2.2916e-07
T series, bond -2.5 eV, exact: 0.00065735
T series, bond -2.5 eV, rule: 0.00056896
ring repeat length: 6 angstrom
T row of 1 ring(s): 0.00044273
T row of 2 ring(s): 4.9121e-06
T row of 3 ring(s): 5.4489e-08
T row of 4 ring(s): 6.0443e-10
T row of 5 ring(s): 6.7048e-12
T row of 5 rings, added resistances: 8.8547e-05
decay constant, exact (4 to 5 rings): 0.75024 1/angstrom
decay constant, rule: 0.75057 1/angstrom
wire resonance energy: 1.5451 eV
T one wire on resonance: 0.99996
T two wires on resonance, exact: 0.0392
T two wires on resonance, rule: 24.998
width of middle metal site: 10 eV
probe voltage / applied voltage: 0.17704
T with middle metal, total: 0.00036416
T with middle metal, direct part: 2.2757e-07
R with middle metal: 35.442 megaohm
```
